# Seventh-power temperature law for two-phonon hopping between elastically identical sites, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one oscillator to the phonon spectrum

### The form fixed by symmetry and dimensions

A uniform strain shifts the energies of two elastically identical interstitial sites by the same amount. It therefore cannot tell one site from the other. What distinguishes them, in a long sound wave, is the change of strain over their separation $d$.

This observation fixes the temperature law. The squared strain of one quantum of frequency $\omega$ in a volume $V$ is proportional to $\omega/V$. The difference between the sites adds a factor $(qd)^2\propto\omega^2$, where $q$ is the wave number. To turn a coupling energy into a dimensionless displacement of the oscillator we divide it by $\hbar\omega$, which gives a factor $\omega^{-2}$ in the square. The squared relative displacement per mode is thus proportional to $\omega/V$, and the number of modes per unit frequency in three dimensions is proportional to $V\omega^2$. The spectral density of squared displacements is

$$F(\omega)=A\omega^3 .$$

Since $F\,d\omega$ is dimensionless, $A$ has the dimension of time to the fourth power. A process with two phonons contains $F$ twice, hence $A^2$. A tunnelling rate of second order contains $(\tilde J/\hbar)^2$, where $\tilde J$ is the tunnelling energy dressed by the lattice. If the temperature $T$ sets the only remaining frequency, $kT/\hbar$, a rate can be formed in one way:

$$W=C\left(\frac{\tilde J}{\hbar}\right)^2A^2\left(\frac{kT}{\hbar}\right)^7 ,$$

because the dimensions are time to the power $-2+8-7=-1$. It remains to show that the one-phonon term vanishes, to find the number $C$, and to find $A$.

### The model and its rate

The particle has one state on each site, $|1\rangle$ and $|2\rangle$. With phonon operators $b_q$, the Hamiltonian is

$$H=\sum_q\hbar\omega_q b_q^\dagger b_q+\sum_{p=1,2}|p\rangle\langle p|\sum_q\left(g_q^pb_q+g_q^{p*}b_q^\dagger\right)+J\left(|1\rangle\langle2|+|2\rangle\langle1|\right).$$

Here $J$ is real and, for now, independent of the lattice positions. The zero-point energy is dropped. Let $H_p$ be the phonon Hamiltonian with the particle held on site $p$. The two sites have equal energies after the lattice has relaxed.

Start in an eigenstate $|i\rangle$ of $H_1$ with thermal probability $p_i$, and let $|f\rangle$ be an eigenstate of $H_2$. To first order in $J$, the amplitude after a time $\tau$ is

$$a_f=-\frac{iJ}{\hbar}\langle f|i\rangle\int_0^\tau ds\,e^{i\Omega s},\qquad \Omega=\frac{E_f-E_i}{\hbar}.$$

The squared modulus of the integral is $\sin^2(\Omega\tau/2)/(\Omega/2)^2$. Its area over $\Omega$ is $2\pi\tau$ and its width shrinks as $1/\tau$, so in a continuum it acts as $2\pi\tau\,\delta(\Omega)$. The rate is therefore

$$W=\frac{2\pi J^2}{\hbar}\sum_{i,f}p_i|\langle f|i\rangle|^2\delta(E_i-E_f).$$

Writing $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{iEt/\hbar}$ and absorbing the energies into the evolution operators gives

$$W=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}dt\,C(t),\qquad C(t)=\mathrm{Tr}\left[\rho_1e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\right],$$

where $\rho_1$ is the thermal density matrix of $H_1$.

### One mode

For one mode, complete the square:

$$H_p=\hbar\omega\left(b^\dagger+\frac{g_p}{\hbar\omega}\right)\left(b+\frac{g_p^*}{\hbar\omega}\right)-\frac{|g_p|^2}{\hbar\omega}.$$

Define $D(\beta)=\exp(\beta b^\dagger-\beta^*b)$. Since $[\beta b^\dagger-\beta^*b,b]=-\beta$, we have $D(\beta)bD^\dagger(\beta)=b-\beta$. Hence, with $h=\hbar\omega b^\dagger b$ and $\beta_p=-g_p^*/\hbar\omega$,

$$H_p=D(\beta_p)\,h\,D^\dagger(\beta_p)-|g_p|^2/\hbar\omega .$$

Take $|g_1|=|g_2|$, so that the constants cancel in $C$. Cyclic permutation in the trace then leaves

$$C(t)=\mathrm{Tr}\left[\rho_0\,e^{iht/\hbar}D_1^\dagger D_2e^{-iht/\hbar}D_2^\dagger D_1\right],$$

with $D_p=D(\beta_p)$ and $\rho_0$ the thermal state of $h$.

Products of displacements follow from one identity. If $[X,Y]$ is a number, $f(s)=e^{sX}e^{sY}$ obeys $f'=(X+Y+s[X,Y])f$, so $e^Xe^Y=e^{X+Y+[X,Y]/2}$. Thus $D_1^\dagger D_2$ is a phase times $D(\alpha)$, with

$$\alpha=\beta_2-\beta_1=\Delta^*,\qquad \Delta=\frac{g_1-g_2}{\hbar\omega}.$$

The phase cancels against that of $D_2^\dagger D_1$. Time evolution replaces $b$ by $be^{-i\omega t}$, and so $\alpha$ by $\alpha e^{i\omega t}$. The same identity gives

$$D(\alpha e^{i\omega t})D(-\alpha)=D\left(\alpha(e^{i\omega t}-1)\right)e^{-i|\alpha|^2\sin\omega t}.$$

We need the thermal mean of $D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma b^\dagger}e^{-\gamma^*b}$. With $z=e^{-\hbar\omega/kT}$ and $n=z/(1-z)$,

$$\langle b^{\dagger k}b^k\rangle=(1-z)\sum_{m\ge k}\frac{m!}{(m-k)!}z^m=k!\,n^k .$$

Expanding both exponentials, terms with equal powers of $b^\dagger$ and $b$ survive, and

$$\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_k\frac{(-|\gamma|^2)^k}{(k!)^2}k!\,n^k=e^{-|\gamma|^2(n+1/2)}.$$

Now $|\gamma|^2=2|\Delta|^2(1-\cos\omega t)$, and therefore

$$C(t)=e^{\phi(t)-\phi(0)},\qquad \phi(t)=|\Delta|^2\left[(n+1)e^{-i\omega t}+ne^{i\omega t}\right].$$

The first term in $\phi$ describes emission and the second absorption. Two limits agree with this reading: for $\Delta=0$ the lattice does not respond and $C=1$; at $T=0$ absorption disappears. As a numerical test, the trace was evaluated with 60 oscillator states for $g_{1,2}=0.8\,\hbar\omega\,e^{\pm0.6i}$ and $kT=0.7\,\hbar\omega$. At $\omega t=0.4$, $1.7$ and $3.0$ it agrees with the formula to within $10^{-8}$.

### Many modes and the coherent term

Independent modes multiply $C$, so they add in $\phi$. With $F(\omega)=\sum_q|\Delta_q|^2\delta(\omega-\omega_q)$,

$$\phi(t)=\int_0^\infty d\omega\,F(\omega)\left[(n+1)e^{-i\omega t}+ne^{i\omega t}\right],$$

$$W_{\rm total}=\frac{\tilde J^2}{\hbar^2}\int dt\,e^{\phi(t)},\qquad \tilde J=Je^{-\phi(0)/2}.$$

For a smooth $F\propto\omega^3$ at low frequency, $\phi(t)$ tends to zero at long times and the integrand tends to one. The time integral then diverges. This is the zero-phonon process: the particle tunnels coherently between degenerate states, and a constant transition rate does not describe that motion. The phonon-assisted part is

$$W=\frac{\tilde J^2}{\hbar^2}\int dt\left[e^{\phi(t)}-1\right].$$

It becomes a hopping rate when a small detuning, large compared with $\tilde J$ but small compared with $kT$, suppresses the coherent resonance. Dephasing can also do so, but it may bring a hopping channel of its own.

The integral is clearer on a shifted time axis. With a high-frequency cutoff the integrand is analytic for $-\hbar/kT<\mathrm{Im}\,t<0$ and vanishes at large $|\mathrm{Re}\,t|$, so we may replace $t$ by $t-i\hbar/2kT$. Let $x=\hbar\omega/kT$. Since $n+1=e^{x/2}/[2\sinh(x/2)]$ and $n=e^{-x/2}/[2\sinh(x/2)]$, the shift removes both exponential prefactors:

$$\phi_s(t)=\int_0^\infty d\omega\,\frac{F(\omega)\cos\omega t}{\sinh(\hbar\omega/2kT)},\qquad W=\frac{\tilde J^2}{\hbar^2}\int dt\left[e^{\phi_s(t)}-1\right].$$

### One phonon, then two

The linear term in $\phi_s$ contains $\int dt\cos\omega t=2\pi\delta(\omega)$. Half of this delta function lies in the range $\omega\ge0$, and $\sinh(x/2)\to x/2$, so

$$W_1=2\pi\frac{\tilde J^2}{\hbar^2}\,\frac{kT}{\hbar}\lim_{\omega\to0}\frac{F(\omega)}{\omega}.$$

For $F=A\omega^3$ this is zero. A single phonon would have to carry no energy, and such phonons do not distinguish the sites strongly enough.

For the quadratic term, $\int dt\cos\omega t\cos\omega't=\pi\delta(\omega-\omega')$ for positive frequencies. Thus

$$\frac12\int dt\,\phi_s^2=\frac{\pi}{2}\int_0^\infty d\omega\,\frac{F^2}{\sinh^2(x/2)},$$

and, because $n(n+1)=1/[4\sinh^2(x/2)]$,

$$W_2=2\pi\frac{\tilde J^2}{\hbar^2}\int_0^\infty d\omega\,F(\omega)^2n(n+1).$$

The same result follows by counting: absorption from mode $q$ has weight $|\Delta_q|^2n_q$, emission into $q'$ has weight $|\Delta_{q'}|^2(n_{q'}+1)$, and energy conservation sets $\omega_q=\omega_{q'}$. The two modes have different roles, so no factor one half remains.

### The elastic spectrum

For a scalar elastic dipole $P$, the interaction energy is $-P\,\nabla\cdot\mathbf u$ at the particle, where $\mathbf u$ is the displacement field. In an isotropic medium of density $\rho$, a plane-wave mode has amplitude $\sqrt{\hbar/(2\rho V\omega)}$: this makes its mean kinetic energy $\rho V\omega^2\langle u^2\rangle/2$ equal to half the zero-point energy $\hbar\omega/2$. Transverse waves have no divergence. For longitudinal waves with $\omega=cq$,

$$g_q^p=-iPq\sqrt{\frac{\hbar}{2\rho V\omega}}\;e^{i\mathbf q\cdot\mathbf r_p}.$$

The two phases differ by $\mathbf q\cdot\mathbf d$, hence $|e^{i\mathbf q\cdot\mathbf r_1}-e^{i\mathbf q\cdot\mathbf r_2}|^2=4\sin^2(\mathbf q\cdot\mathbf d/2)$, and

$$|\Delta_q|^2=\frac{2P^2q^2\sin^2(\mathbf q\cdot\mathbf d/2)}{\rho V\hbar\omega^3}.$$

The mean of $2\sin^2(\mathbf q\cdot\mathbf d/2)=1-\cos(\mathbf q\cdot\mathbf d)$ over directions is $1-\sin(qd)/(qd)$. Multiplication by the mode density $Vq^2/(2\pi^2c)$ gives

$$F(\omega)=\frac{P^2\omega}{2\pi^2\rho\hbar c^5}\left[1-\frac{\sin qd}{qd}\right].$$

For $qd\ll1$ the bracket is $q^2d^2/6$, and so

$$F=A\omega^3,\qquad A=\frac{P^2d^2}{12\pi^2\rho\hbar c^7}.$$

The limit $d\to0$ gives no relative displacement, as it must.

## Second half: the law, its limits and a worked case

The symbols carried over are the site distance $d$, elastic dipole $P$, density $\rho$, longitudinal speed $c$, dressed tunnelling energy $\tilde J$, phonon occupation $n$ and $x=\hbar\omega/kT$. The relative displacement of a mode is $\Delta_q=(g_q^1-g_q^2)/\hbar\omega$, and its spectrum is $F=A\omega^3$, with $A=P^2d^2/(12\pi^2\rho\hbar c^7)$. The phonon-assisted rates are

$$W_1=2\pi\frac{\tilde J^2}{\hbar^2}\frac{kT}{\hbar}\lim_{\omega\to0}\frac F\omega,\qquad W_2=2\pi\frac{\tilde J^2}{\hbar^2}\int d\omega\,F^2n(n+1).$$

### The seventh power

Insert $F=A\omega^3$ and $\omega=xkT/\hbar$. Six powers of temperature come from $F^2$ and one from $d\omega$:

$$W_2=2\pi\frac{\tilde J^2}{\hbar^2}A^2\left(\frac{kT}{\hbar}\right)^7I,\qquad I=\int_0^\infty\frac{x^6e^x}{(e^x-1)^2}dx.$$

The upper limit may be infinite when $kT$ is far below the Debye energy. Integration by parts and the expansion $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ give

$$I=6\int_0^\infty\frac{x^5}{e^x-1}dx=6!\,\zeta(6).$$

To obtain $\zeta(6)=\sum m^{-6}$, take the logarithm of $\sin y/y=\prod_m[1-y^2/(m^2\pi^2)]$. Its $y^6$ coefficient is $-\zeta(6)/(3\pi^6)$, while the power series of $\ln(\sin y/y)$ has $-1/2835$. Hence $\zeta(6)=\pi^6/945$ and $I=16\pi^6/21\approx732.49$.

The numerical factor is $2\pi(16\pi^6/21)/(144\pi^4)=2\pi^3/189$, so

$$W_2=\frac{2\pi^3}{189}\,\frac{\tilde J^2P^4d^4(kT)^7}{\rho^2\hbar^{11}c^{14}}.$$

This is the leading result for equal scalar dipoles, $kT\ll\hbar c/d$, and a tunnelling energy independent of strain. At higher phonon order, scale time by $\hbar/kT$ in the shifted integral. Then $\phi_s$ is proportional to $a=A(kT/\hbar)^4$, the time integral supplies one factor $\hbar/kT$, and the term with $N$ phonons varies as $a^N\,\hbar/(kT)\propto T^{4N-1}$. The three-phonon term is thus of order $T^{11}$.

### Equal energies are not enough

Suppose that the dipole tensors differ by $\delta P\,\mathrm{diag}(1,-1,0)$ although the relaxed energies are equal. The site difference then survives at $d=0$. It is of first order in $q$ rather than second, and $F=B\omega$.

For a unit wave vector $\hat q$, the longitudinal projection is $\hat q_x^2-\hat q_y^2$, with mean square $4/15$. The whole vector $(\hat q_x,-\hat q_y,0)$ has mean square $2/3$, which leaves $2/5$ for the two transverse branches together. With transverse speed $c_t$, the same mode count as before gives

$$B=\frac{\delta P^2}{4\pi^2\rho\hbar}\left[\frac{4}{15c^5}+\frac{2}{5c_t^5}\right].$$

Now $W_1=2\pi(\tilde J/\hbar)^2BkT/\hbar$ is linear in $T$. The two-phonon integral contains $\int x^2e^x/(e^x-1)^2dx=2\zeta(2)=\pi^2/3$ and varies as $T^3$. The seventh-power law therefore requires equal elastic dipole tensors as well as equal energies.

For equal scalar dipoles, strain-independent tunnelling and $kT\ll\hbar c/d$, the one-phonon rate vanishes and the two-phonon rate varies as $T^7$, while unequal dipole tensors restore a one-phonon rate linear in $T$. It remains to treat strain-dependent tunnelling and sites without an inversion centre, and to size the rate, its corrections and competing channels for hydrogen in tantalum.
